# Counting Rising Band Crossings to Compute Ballistic Transistor Current: a program that tests the result

```python
# Result under test: ballistic current per width of a channel with tabulated bands,
#   I/W = (g e/h) * integral dE M(E) [fS(E) - fD(E)],
#   M(E) = (1/2pi) * integral dky N(E, ky),
# N = number of kx where some band crosses E with positive slope dE/dkx.
# For one parabolic band M = sqrt(2 my E)/(pi hbar), whatever the mass mx.
# Symbols: g = 2 spin branches, fS and fD = Fermi functions of source and drain,
# muS and muD = their Fermi levels. Energies in eV, lengths in nm, wave numbers
# in 1/nm, masses in free-electron masses. Hole energies are counted upward.
import numpy as np
from scipy import constants as sc
from scipy.integrate import trapezoid, quad
from scipy.optimize import brentq
from scipy.special import expit, gamma

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/(2 m0), eV nm^2
TEMP = 300.0
KT = sc.k * TEMP / sc.e
G = 2
UNIT = G * sc.e**2 / sc.h * 1e9                  # eV/nm -> uA/um


# ---------- the counting algorithm; table axes: kx, ky, band ----------
def count_up(table, energy):
    return ((table[:-1] <= energy) & (energy < table[1:])).sum(axis=(0, 2))


def mirror_kx(quadrant):
    return np.concatenate([quadrant[:0:-1], quadrant])


def window(energy, mu_s, mu_d):
    return expit((mu_s - energy) / KT) - expit((mu_d - energy) / KT)


def window_tail(energy, mu_s, mu_d):
    return KT * (np.logaddexp(0, (mu_s - energy) / KT)
                 - np.logaddexp(0, (mu_d - energy) / KT))


def current_cells(table, ky, mu_s, mu_d):
    # exact energy integral over every rising cell; ky covers half the plane
    tail = window_tail(table, mu_s, mu_d)
    rising = table[1:] > table[:-1]
    per_ky = np.where(rising, tail[:-1] - tail[1:], 0.0).sum(axis=(0, 2))
    return UNIT * 2 * trapezoid(per_ky, ky) / (2 * np.pi)


# ---------- parabolic band ----------
def fermi_half(eta):
    top = np.sqrt(max(eta, 0) + 45)
    val = quad(lambda t: 2 * t * t * expit(eta - t * t), 0, top,
               epsabs=1e-13, epsrel=1e-10, limit=200)[0]
    return val / gamma(1.5)


def parabolic_current(my, mu_s, mu_d):
    return (UNIT * np.sqrt(my / C) / np.pi * KT**1.5 * gamma(1.5)
            * (fermi_half(mu_s / KT) - fermi_half(mu_d / KT)))


def parabolic_table(kx, ky, mx, my):
    return (C * (ky[None, :]**2 / my + kx[:, None]**2 / mx))[:, :, None]


dk_par = 0.02
k_par = np.arange(126) * dk_par
kx_par = np.concatenate([-k_par[:0:-1], k_par])
my_par, mu_par, bias = 0.2, 0.05, 0.4
test_energies = np.linspace(0.0103, 0.2, 40)
mode_sets = []
for mx in (0.1, 0.4):
    tab = parabolic_table(kx_par, k_par, mx, my_par)
    mode_sets.append(np.array([trapezoid(count_up(tab, e), k_par) / np.pi
                               for e in test_energies]))
    i_par_table = current_cells(tab, k_par, mu_par, mu_par - bias)
    i_par_exact = parabolic_current(my_par, mu_par, mu_par - bias)
    assert abs(i_par_table / i_par_exact - 1) < 1e-4
modes_exact = np.sqrt(test_energies * my_par / C) / np.pi
mode_error = np.abs(mode_sets[0] - modes_exact).max()
mode_bound = dk_par / (2 * np.pi)
assert mode_error <= mode_bound * (1 + 1e-9)
assert np.allclose(mode_sets[0], mode_sets[1], atol=1e-12)
# a kx grid that straddles the minimum: error must fall as the step squared
losses = []
for step in (0.2, 0.1):
    half = (np.arange(int(round(2.6 / step))) + 0.5) * step
    grid = np.concatenate([-half[::-1], half])
    tab = parabolic_table(grid, k_par, 0.1, my_par)
    losses.append(1 - current_cells(tab, k_par, mu_par, mu_par - bias) / i_par_exact)
assert 3.5 < losses[0] / losses[1] < 4.2

# ---------- sorted labels at a crossing of a rising and a falling band ----------
kc = np.linspace(-np.pi, np.pi, 403)
crossing = np.stack([np.cos(kc), -np.cos(kc)], axis=1)[:, None, :]
sorted_bands = np.sort(crossing, axis=2)
assert count_up(crossing, 0.3)[0] == count_up(sorted_bands, 0.3)[0] == 2
lost_true = count_up(crossing, 0.0)[0]
lost_sorted = count_up(sorted_bands, 0.0)[0]
assert lost_true == 2 and lost_sorted < lost_true


# ---------- count against Green-function transmission of a chain ----------
T1, T2 = 1.0, -0.6      # first and second neighbour hopping, energy unit T1
H0 = np.array([[0, -T1], [-T1, 0]], complex)
V = np.array([[-T2, 0], [-T1, -T2]], complex)


def surface_green(energy, hop):
    z = (energy + 1e-7j) * np.eye(2)
    eps_s, eps = H0.copy(), H0.copy()
    a, b = hop.copy(), hop.conj().T.copy()
    for _ in range(45):
        g = np.linalg.inv(z - eps)
        eps_s = eps_s + a @ g @ b
        eps = eps + a @ g @ b + b @ g @ a
        a, b = a @ g @ a, b @ g @ b
    return np.linalg.inv(z - eps_s)


def transmission(energy, barrier):
    n = 400
    site = np.arange(n) - (n - 1) / 2
    h = np.diag(barrier * np.exp(-site**2 / (2 * 30.0**2))).astype(complex)
    h += -T1 * (np.eye(n, k=1) + np.eye(n, k=-1))
    h += -T2 * (np.eye(n, k=2) + np.eye(n, k=-2))
    sig_l = V.conj().T @ surface_green(energy, V.conj().T) @ V
    sig_r = V @ surface_green(energy, V) @ V.conj().T
    h[:2, :2] += sig_l
    h[-2:, -2:] += sig_r
    green = np.linalg.inv(energy * np.eye(n) - h)[:2, -2:]
    gam_l = 1j * (sig_l - sig_l.conj().T)
    gam_r = 1j * (sig_r - sig_r.conj().T)
    return np.trace(gam_l @ green @ gam_r @ green.conj().T).real


chain = (-2 * T1 * np.cos(kc) - 2 * T2 * np.cos(2 * kc))[:, None, None]
t_uniform = transmission(-1.2, 0.0)
n_top = count_up(chain, -1.2)[0]
n_lead = count_up(chain, 0.3)[0]
t_barrier = [transmission(e, 1.5) for e in (0.25, 0.30, 0.35)]
assert n_top == 2 and n_lead == 1
assert abs(t_uniform - n_top) < 1e-2
assert max(t_barrier) < 1 + 1e-3 and np.median(t_barrier) > 0.95

# ---------- six-band k.p holes; rough typical germanium parameters ----------
G1, G2, G3, SPLIT, EPS_R = 13.4, 4.2, 5.7, 0.29, 16.0
THICK = 8.0
I2, I3 = np.eye(2), np.eye(3)
SQ = [C * ((G1 - 2 * G2) * I3 + 6 * G2 * np.diag(I3[i])) for i in range(3)]


def pair(i, j):
    m = np.zeros((3, 3))
    m[i, j] = m[j, i] = 6 * G3 * C
    return m


def spin_orbit(split):
    pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
             np.array([[1, 0], [0, -1]])]
    total = np.zeros((6, 6), complex)
    for i in range(3):
        ang = np.zeros((3, 3), complex)
        j, k = (i + 1) % 3, (i + 2) % 3
        ang[j, k], ang[k, j] = -1j, 1j
        total += np.kron(ang, pauli[i])
    return split / 3 * (np.eye(6) - total)


# bulk check against the closed four-band dispersion (huge splitting)
q = np.array([0.3, 0.5, 0.7])
orb = sum(q[i]**2 * SQ[i] for i in range(3))
orb = orb + q[0]*q[1]*pair(0, 1) + q[1]*q[2]*pair(1, 2) + q[0]*q[2]*pair(0, 2)
bulk = np.linalg.eigvalsh(np.kron(orb, I2) + spin_orbit(1e4))[:4]
mix = (q[0]*q[1])**2 + (q[1]*q[2])**2 + (q[2]*q[0])**2
root = 2 * np.sqrt(G2**2 * (q @ q)**2 + 3 * (G3**2 - G2**2) * mix)
closed = C * (G1 * (q @ q) + np.array([-root, -root, root, root]))
assert np.allclose(bulk, closed, atol=2e-4)


def film_pieces(n_sine, bend=0.0):
    # coefficients of 1, kx, ky, kx^2, ky^2, kx*ky; bend = potential/(z-mid)^2
    n = np.arange(1, n_sine + 1)
    kz = np.zeros((n_sine, n_sine), complex)
    for a in n:
        for b in n:
            if (a + b) % 2:
                kz[a - 1, b - 1] = -4j * a * b / (THICK * (a * a - b * b))
    z = (np.arange(800) + 0.5) * THICK / 800
    phi = np.sqrt(2 / THICK) * np.sin(np.outer(n, z) * np.pi / THICK)
    pot = (phi * (bend * (z - THICK / 2)**2)) @ phi.T * THICK / 800
    one = np.eye(n_sine)
    const = (np.kron(np.diag((n * np.pi / THICK)**2), np.kron(SQ[2], I2))
             + np.kron(one, spin_orbit(SPLIT)) + np.kron(pot, np.eye(6)))
    parts = [const, np.kron(kz, np.kron(pair(0, 2), I2)),
             np.kron(kz, np.kron(pair(1, 2), I2)),
             np.kron(one, np.kron(SQ[0], I2)), np.kron(one, np.kron(SQ[1], I2)),
             np.kron(one, np.kron(pair(0, 1), I2))]
    label = np.kron((-1.0)**(n + 1), np.kron([1, 1, -1], [1, -1]))
    return parts, label


def block(parts, label, sign):
    idx = np.where(label * sign > 0)[0]
    return [p[np.ix_(idx, idx)] for p in parts]


def hamiltonian(parts, kx, ky):
    x = np.asarray(kx, float)[..., None, None]
    return (parts[0] + x * parts[1] + ky * parts[2] + x * x * parts[3]
            + ky * ky * parts[4] + x * ky * parts[5])


def make_table(parts, k, n_keep=8):
    rows = [np.linalg.eigvalsh(hamiltonian(parts, k, y))[:, :n_keep] for y in k]
    return np.stack(rows, axis=1)


all_parts, mirror_label = film_pieces(8)
plus = block(all_parts, mirror_label, 1)
minus = block(all_parts, mirror_label, -1)
full_h = hamiltonian(all_parts, 0.37, 0.21)
cut = full_h[np.ix_(mirror_label > 0, mirror_label < 0)]
assert np.abs(cut).max() < 1e-12
e_plus = np.linalg.eigvalsh(hamiltonian(plus, 0.37, 0.21))
assert np.allclose(e_plus, np.linalg.eigvalsh(hamiltonian(minus, 0.37, 0.21)), atol=1e-10)
assert np.allclose(e_plus, np.linalg.eigvalsh(hamiltonian(plus, -0.37, 0.21)), atol=1e-10)
assert np.allclose(e_plus, np.linalg.eigvalsh(hamiltonian(plus, 0.37, -0.21)), atol=1e-10)
large = block(*film_pieces(14), 1)
e_large = np.linalg.eigvalsh(hamiltonian(large, 0.37, 0.21))
basis_error = np.abs(e_large[:3] - e_plus[:3]).max()
assert basis_error < 2e-3

K_MAX, DK = 1.6, 0.02
k = np.arange(81) * DK
quadrant = make_table(plus, k)
table = mirror_kx(quadrant)
edge = quadrant.min()
DENSITY = 4e12                                   # cm^-2 at the barrier top


def density(quad_table, kk, mu):
    occ = expit((mu - quad_table) / KT).sum(axis=2)
    return G * 4 * trapezoid(trapezoid(occ, kk, axis=1), kk) / (2 * np.pi)**2 * 1e14


def solve_device(quad_table, kk):
    low = quad_table.min()
    mu = brentq(lambda m: 0.5 * (density(quad_table, kk, m)
                + density(quad_table, kk, m - bias)) / DENSITY - 1, low - 0.3, low + 0.25)
    return mu, current_cells(mirror_kx(quad_table), kk, mu, mu - bias)


mu_s, i_film = solve_device(quadrant, k)
mu_d = mu_s - bias
v_inj = i_film / (sc.e * DENSITY * 1e4) * 100    # cm/s
mu_coarse, i_coarse = solve_device(quadrant[::2, ::2], k[::2])
assert abs(i_coarse / i_film - 1) < 1e-2

# explicit count on an energy grid
dE = 0.0005
energy = (np.arange(1000) + 0.5) * dE
counts = np.array([count_up(table, e) for e in energy])
modes = trapezoid(counts, k, axis=1) / np.pi
i_energy = UNIT * np.sum(modes * window(energy, mu_s, mu_d)) * dE
assert abs(i_energy / i_film - 1) < 5e-3

# independent road: area quadrature of Hellmann-Feynman velocities
node, weight = np.polynomial.legendre.leggauss(64)
node, weight = (node + 1) * K_MAX / 2, weight * K_MAX / 2
flux = 0.0
for y, wy in zip(node, weight):
    val, vec = np.linalg.eigh(hamiltonian(plus, node, y))
    slope_op = plus[1] + 2 * node[:, None, None] * plus[3] + y * plus[5]
    slope = np.einsum('kan,kan->kn', vec.conj(), slope_op @ vec).real
    flux += wy * np.sum(weight[:, None] * np.abs(slope) * window(val, mu_s, mu_d))
i_velocity = UNIT * 2 * flux / (2 * np.pi)
assert abs(i_velocity / i_film - 1) < 4e-3

# second subband along kx at ky = 0, and the count it produces
second = quadrant[:, 0, 1]
j_min = int(np.argmin(second))
e_probe = 0.5 * (second[0] + second[j_min])
n_probe = count_up(table, e_probe)[0]
n_edges = int((quadrant[0, 0] < e_probe).sum())

# single parabolic band with the zone-centre mass, same density and bias
mass = C * DK**2 / (quadrant[1, 0, 0] - quadrant[0, 0, 0])


def parabolic_density(mu):
    return (mass * KT / (2 * np.pi * C) * 1e14 * 0.5
            * (np.logaddexp(0, mu / KT) + np.logaddexp(0, (mu - bias) / KT)))


mu_one = brentq(lambda m: parabolic_density(m) / DENSITY - 1, -0.3, 1.0)
i_one = parabolic_current(mass, mu_one, mu_one - bias)

# ---------- neglected effects, for the same device ----------
DROP, HALF, MOBILITY = 0.1, 7.5, 300.0           # eV, nm, cm^2/Vs (rough)
hbar_omega = np.sqrt(2 * C / mass * 2 * DROP / HALF**2)
width = hbar_omega / (2 * np.pi)
u = np.linspace(-25 * width, 25 * width, 1001)
kernel = 1 / (4 * width * np.cosh(u / (2 * width))**2)
smooth = trapezoid(window(energy[:, None] + u, mu_s, mu_d) * kernel, u, axis=1)
i_tunnel = UNIT * np.sum(modes * smooth) * dE
mu_low = edge - 10 * KT
v_thermal = (current_cells(table, k, mu_low, mu_low - bias)
             / (sc.e * 0.5 * density(quadrant, k, mu_low) * 1e4) * 100)
path = 2 * MOBILITY * KT / v_thermal * 1e7       # nm
kt_length = HALF * np.sqrt(KT / DROP)
t_scat = path / (path + kt_length)
ballisticity = t_scat / (2 - t_scat)
field = sc.e * DENSITY * 1e4 / (2 * EPS_R * sc.epsilon_0)      # V/m at each face
bend_coeff = -field * 1e-9 / THICK               # eV/nm^2
bent = make_table(block(*film_pieces(8, bend_coeff), 1), k[::2])
mu_bent, i_bent = solve_device(bent, k[::2])
span = int(round(DROP / dE)) + 1
least = np.lib.stride_tricks.sliding_window_view(counts, span, axis=0).min(axis=-1)
m_least = trapezoid(least, k, axis=1) / np.pi
e_least = energy[:len(m_least)]
i_least = UNIT * np.sum(m_least * window(e_least, mu_s, mu_d)) * dE

print(f"kT at {TEMP:.0f} K: {KT*1e3:.3f} meV; hbar^2/2m0: {C:.5f} eV nm^2")
print(f"Parabolic test: my = {my_par} m0, mx = 0.1 and 0.4 m0, step {dk_par} 1/nm")
print(f"  largest mode error per spin: {mode_error*1e3:.3f} per um")
print(f"  bound on that error: {mode_bound*1e3:.3f} per um")
print(f"  muS - edge: {mu_par*1e3:.0f} meV, bias: {bias} V")
print(f"  current, table: {i_par_table:.3f} uA/um")
print(f"  current, formula: {i_par_exact:.3f} uA/um")
print(f"  straddling grid, loss at step 0.2 1/nm: {losses[0]*100:.3f} %")
print(f"  straddling grid, loss at step 0.1 1/nm: {losses[1]*100:.3f} %")
print(f"Crossing cell: true count {lost_true}, sorted-table count {lost_sorted}")
print(f"Chain t1 = {T1}, t2 = {T2}: uniform count {n_top}, T = {t_uniform:.5f}")
print(f"  barrier 1.5 t1: top count {n_top}, lead count {n_lead}")
print("  T at E = 0.25, 0.30, 0.35 t1:", " ".join(f"{t:.5f}" for t in t_barrier))
print(f"Ge film: {THICK:.0f} nm, gammas {G1} {G2} {G3}, split-off {SPLIT} eV")
print(f"  hole density {DENSITY:.1e} cm^-2, bias {bias} V, eps_r {EPS_R:.0f}")
print("  subbands at k=0:", " ".join(f"{e*1e3:.2f}" for e in quadrant[0, 0, :4]), "meV")
print(f"  basis error, 8 against 14 sines: {basis_error*1e3:.4f} meV")
print(f"  2nd subband minimum (ky=0): {second[j_min]*1e3:.2f} meV at {k[j_min]:.2f} 1/nm")
print(f"  at {e_probe*1e3:.2f} meV, ky=0: crossings {n_probe}, edges below {n_edges}")
print(f"  zone-centre mass of lowest subband: {mass:.4f} m0")
print("  modes per um with spin (film; parabolic band):")
for above in (0.025, 0.05, 0.1, 0.15):
    m_film = G * trapezoid(count_up(table, edge + above), k) / np.pi * 1e3
    m_one = G * np.sqrt(above * mass / C) / np.pi * 1e3
    print(f"    {above*1e3:.0f} meV above edge: {m_film:.1f}; {m_one:.1f}")
print(f"  muS - edge: {(mu_s-edge)*1e3:.2f} meV")
print(f"  current, exact cell sum: {i_film:.2f} uA/um")
print(f"  current, energy-grid count: {i_energy:.2f} uA/um")
print(f"  current, velocity quadrature: {i_velocity:.2f} uA/um")
print(f"  current, doubled k step: {i_coarse:.2f} uA/um")
print(f"  injection velocity: {v_inj:.3e} cm/s")
print(f"  parabolic band: muS - edge {mu_one*1e3:.2f} meV, current {i_one:.2f} uA/um")
print(f"Neglected: barrier falls {DROP} eV in {HALF} nm, mobility {MOBILITY:.0f} cm2/Vs")
print(f"  barrier hbar*omega: {hbar_omega*1e3:.2f} meV")
print(f"  current with tunnelling, same muS: {i_tunnel:.2f} uA/um")
print(f"  thermal velocity {v_thermal:.3e} cm/s, mean free path {path:.2f} nm")
print(f"  kT length {kt_length:.2f} nm, transmission {t_scat:.3f}")
print(f"  current ratio to ballistic, same density: {ballisticity:.3f}")
print(f"  face field {field*1e-8:.3f} MV/cm, bending {field*THICK*1e-9/4*1e3:.2f} meV")
print(f"  current with bending, same density: {i_bent:.2f} uA/um")
print(f"  current with least count toward source: {i_least:.2f} uA/um")
print("OK")
```

Output:

```
kT at 300 K: 25.852 meV; hbar^2/2m0: 0.03810 eV nm^2
Parabolic test: my = 0.2 m0, mx = 0.1 and 0.4 m0, step 0.02 1/nm
  largest mode error per spin: 3.135 per um
  bound on that error: 3.183 per um
  muS - edge: 50 meV, bias: 0.4 V
  current, table: 567.868 uA/um
  current, formula: 567.868 uA/um
  straddling grid, loss at step 0.2 1/nm: 7.592 %
  straddling grid, loss at step 0.1 1/nm: 1.930 %
Crossing cell: true count 2, sorted-table count 0
Chain t1 = 1.0, t2 = -0.6: uniform count 2, T = 2.00000
  barrier 1.5 t1: top count 2, lead count 1
  T at E = 0.25, 0.30, 0.35 t1: 1.00000 1.00000 1.00000
Ge film: 8 nm, gammas 13.4 4.2 5.7, split-off 0.29 eV
  hole density 4.0e+12 cm^-2, bias 0.4 V, eps_r 16
  subbands at k=0: 29.38 109.31 117.51 264.40 meV
  basis error, 8 against 14 sines: 0.2901 meV
  2nd subband minimum (ky=0): 84.47 meV at 0.24 1/nm
  at 96.89 meV, ky=0: crossings 3, edges below 1
  zone-centre mass of lowest subband: 0.0718 m0
  modes per um with spin (film; parabolic band):
    25 meV above edge: 362.9; 138.2
    50 meV above edge: 452.0; 195.4
    100 meV above edge: 1165.0; 276.4
    150 meV above edge: 2030.8; 338.5
  muS - edge: 31.38 meV
  current, exact cell sum: 617.91 uA/um
  current, energy-grid count: 618.11 uA/um
  current, velocity quadrature: 618.04 uA/um
  current, doubled k step: 617.58 uA/um
  injection velocity: 9.642e+06 cm/s
  parabolic band: muS - edge 266.59 meV, current 3142.49 uA/um
Neglected: barrier falls 0.1 eV in 7.5 nm, mobility 300 cm2/Vs
  barrier hbar*omega: 61.43 meV
  current with tunnelling, same muS: 674.55 uA/um
  thermal velocity 8.872e+06 cm/s, mean free path 17.48 nm
  kT length 3.81 nm, transmission 0.821
  current ratio to ballistic, same density: 0.696
  face field 0.226 MV/cm, bending 45.24 meV
  current with bending, same density: 616.24 uA/um
  current with least count toward source: 547.27 uA/um
OK
```
